# Lateral Potential of One Trapped Electron between Grounded Planes, part 1

(Sections cited here and not found follow in the second part.)

## First half: the field of one charge between two planes

A charge-trap memory cell keeps electrons in an insulating film between a silicon channel and a gate. Each stored electron acts on the channel below it and, to some extent, on everything beside it. The question here is how its influence dies away sideways.

The model is a uniform, linear, isotropic dielectric of permittivity $\varepsilon$ that fills the space between two infinite conducting planes at $z=0$ (channel) and $z=d$ (gate). A point charge $q$ rests at height $z_0$, with $0<z_0<d$, and $\rho$ is the lateral distance from it. Both planes are held at zero potential. A voltage between them would add the separate solution $Vz/d$, because the equations are linear, and would leave the field of the charge as it is. SI equations are used; lengths will later be in nanometres. For an electron $q=-e$.

### (a) From three dimensions to one

**State the boundary-value problem for the potential $\phi$, show that it has at most one solution, and reduce it to ordinary differential equations in $\rho$.**

*Solution.* The potential obeys

$$\nabla^2\phi=-\frac{q}{\varepsilon}\,\delta^2(\boldsymbol\rho)\,\delta(z-z_0),\qquad \phi(\rho,0)=\phi(\rho,d)=0,$$

and tends to zero as $\rho\to\infty$, uniformly in $z$.

Suppose there were two solutions. Their difference $w$ satisfies Laplace's equation everywhere between the planes, since the sources cancel. It vanishes on both planes. In a cylinder of large radius, a harmonic function takes its largest and smallest values on the surface. There $w$ is zero on the flat ends and as small as we like on the curved side. Hence $w=0$. The solution is therefore unique. It is also independent of the azimuth, because a rotated solution is again a solution.

The functions $\sin k_nz$ with $k_n=n\pi/d$, $n=1,2,\dots$, vanish on both planes. Define the projections

$$\phi_n(\rho)=\int_0^d \sin(k_nz)\,\phi(\rho,z)\,dz .$$

For $\rho>0$ the potential is smooth in $z$, and two integrations by parts give

$$\int_0^d\sin(k_nz)\,\partial_z^2\phi\,dz=\big[\sin(k_nz)\,\partial_z\phi-k_n\cos(k_nz)\,\phi\big]_0^d-k_n^2\phi_n=-k_n^2\phi_n .$$

The first boundary term vanishes because the sine does, the second because the potential does. This is where the grounding of the planes enters. Away from the charge we are left with

$$\phi_n''+\frac1\rho\,\phi_n'-k_n^2\phi_n=0 .$$

The strength of the source is still needed. Multiply the Poisson equation by $\sin k_nz$ and integrate over the part of the slab with $\rho<r$. The lateral part of the Laplacian becomes a flux through the circle of radius $r$, so that

$$2\pi r\,\phi_n'(r)-k_n^2\int_{\rho<r}\phi_n\,d^2\rho=-\frac q\varepsilon\sin(k_nz_0).$$

Near the charge, $\phi$ is $q/(4\pi\varepsilon)$ divided by the distance, plus a smooth part. This singularity is integrable in three dimensions, so the second term vanishes as $r\to0$. The condition at the origin is

$$\lim_{r\to0}2\pi r\,\phi_n'(r)=-\frac q\varepsilon\sin(k_nz_0).$$

Each projection is thus the field of a line source in two dimensions, with a screening length $1/k_n$. No mobile charge in the dielectric does this screening. It comes from the charge induced on the planes, which the boundary conditions represent.

### (b) The decaying radial function

**Find the solution of $f''+f'/x-f=0$ that tends to zero at large $x$, and determine its behaviour at the origin.**

*Solution.* Consider the modified Bessel function in its integral form,

$$K_0(x)=\int_0^\infty e^{-x\cosh t}\,dt,\qquad x>0 .$$

Differentiation under the integral brings down a factor $-\cosh t$ each time. With $\cosh^2t-1=\sinh^2t$,

$$xK_0''+K_0'-xK_0=\int_0^\infty\big(x\sinh^2t-\cosh t\big)e^{-x\cosh t}\,dt=-\Big[\sinh t\;e^{-x\cosh t}\Big]_0^\infty=0 ,$$

because the derivative of $\sinh t\,e^{-x\cosh t}$ is $(\cosh t-x\sinh^2t)\,e^{-x\cosh t}$. So $K_0$ solves the equation. Since $\cosh t\ge1+t^2/2$,

$$0<K_0(x)\le e^{-x}\int_0^\infty e^{-xt^2/2}dt=\sqrt{\frac{\pi}{2x}}\;e^{-x},$$

and the function decays.

For the origin, substitute $s=x\sinh t$, $ds=x\cosh t\,dt$:

$$-xK_0'(x)=\int_0^\infty x\cosh t\;e^{-x\cosh t}dt=\int_0^\infty e^{-\sqrt{x^2+s^2}}\,ds .$$

The integrand lies below $e^{-s}$ and tends to it as $x\to0$, so $-xK_0'(x)\to1$. The function therefore has the logarithmic singularity of a line source. The same integral tends to zero as $x\to\infty$.

It remains to exclude the second solution. Reduction of order gives it as

$$f_2(x)=K_0(x)\int_1^x\frac{ds}{s\,K_0(s)^2}.$$

Write this as the integral divided by $1/K_0$. Both grow without limit, and the ratio of their derivatives is

$$\frac{1/(xK_0^2)}{-K_0'/K_0^2}=\frac{1}{-xK_0'}\to\infty .$$

By l'Hôpital's rule $f_2$ grows without limit. A combination containing $f_2$ cannot decay, so every decaying solution is a multiple of $K_0$.

### (c) The potential as a series

**Determine $\phi_n$ and assemble $\phi(\rho,z)$. For what distances does the result converge?**

*Solution.* The projection of a decaying potential decays, so $\phi_n=A_nK_0(k_n\rho)$. With $x=k_n\rho$ we have $\rho\,\phi_n'=A_n\,xK_0'(x)\to-A_n$. The source condition of part (a) becomes

$$-2\pi A_n=-\frac q\varepsilon\sin(k_nz_0),\qquad A_n=\frac{q}{2\pi\varepsilon}\sin(k_nz_0).$$

At fixed $\rho>0$ the potential is a smooth function of $z$ that vanishes at both ends, so it equals its sine series. Since $\int_0^d\sin^2(k_nz)\,dz=d/2$ and different sines are orthogonal, the coefficient of $\sin k_nz$ is $(2/d)\phi_n$. Hence

$$\boxed{\;\phi(\rho,z)=\frac{q}{\pi\varepsilon d}\sum_{n=1}^\infty\sin\frac{n\pi z_0}{d}\,\sin\frac{n\pi z}{d}\;K_0\!\left(\frac{n\pi\rho}{d}\right)\;}$$

The factor $1/(\pi\varepsilon d)$ is the product of $2/d$ from the sine series and $1/(2\pi\varepsilon)$ from the flux. The expression is unchanged when $z$ and $z_0$ are exchanged, as reciprocity requires.

By the bound in part (b), the $n$th term is smaller than a constant times $e^{-n\pi\rho/d}$. The series converges absolutely for every $\rho>0$. A few times $d/(\pi\rho)$ terms are needed, so it is efficient at distances comparable with $d$ or larger and slow close to the axis. On the axis itself every $K_0$ is infinite and the series cannot be used, although the potential is finite there except at the charge.

For an electron $\phi$ is negative. It is convenient to use the energy of a second electron, $U=-e\phi$, which is positive. If both electrons are at the same height,

$$U(\rho)=\frac{e^2}{\pi\varepsilon d}\sum_{n=1}^\infty\sin^2\!\frac{n\pi z_0}{d}\;K_0\!\left(\frac{n\pi\rho}{d}\right),$$

and no term is negative.

### (d) Large lateral distance

**Find the leading form of $\phi$ for $\rho\gg d$, including its prefactor, and bound the error.**

*Solution.* Two approximations are involved: the large-argument form of $K_0$, and the neglect of the terms with $n\ge2$.

For the first, put $u=\cosh t-1$. Then $dt=du/\sinh t$ with $\sinh t=\sqrt{u(u+2)}$, and

$$K_0(x)=e^{-x}\int_0^\infty\frac{e^{-xu}}{\sqrt{2u}}\Big(1+\frac u2\Big)^{-1/2}du .$$

The last factor is a convex function of $u$ that starts at 1 with slope $-1/4$. It lies above its tangent, and it does not exceed 1:

$$1-\frac u4\le\Big(1+\frac u2\Big)^{-1/2}\le1 .$$

With $\int_0^\infty e^{-xu}u^{-1/2}du=\sqrt{\pi/x}$ and $\int_0^\infty e^{-xu}u^{1/2}du=\sqrt\pi/(2x^{3/2})$ this gives

$$\sqrt{\frac{\pi}{2x}}\,e^{-x}\Big(1-\frac1{8x}\Big)\le K_0(x)\le\sqrt{\frac{\pi}{2x}}\,e^{-x}.$$

For the second, let $x=\pi\rho/d$ and compare the term $n$ with the first. For $0<\alpha<\pi$ we have $|\sin n\alpha|\le n\sin\alpha$. This holds for $n=1$, and

$$|\sin(n+1)\alpha|\le|\sin n\alpha|\,|\cos\alpha|+|\cos n\alpha|\sin\alpha\le(n+1)\sin\alpha$$

carries it from $n$ to $n+1$. The Bessel functions obey

$$K_0(nx)=\int_0^\infty e^{-x\cosh t}\,e^{-(n-1)x\cosh t}dt\le e^{-(n-1)x}K_0(x),$$

because $\cosh t\ge1$. With two sine factors and $y=e^{-\pi\rho/d}$, all terms with $n\ge2$ together, relative to the first, are at most

$$R=\sum_{n=2}^\infty n^2y^{n-1}=\frac{1+y}{(1-y)^3}-1 .$$

The sum follows from the geometric series. Differentiating $\sum_{n\ge0} y^n=1/(1-y)$ gives $\sum ny^{n-1}=1/(1-y)^2$. Multiplying by $y$ and differentiating again gives $\sum n^2y^{n-1}=(1+y)/(1-y)^3$, whose first term is 1. For small $y$, $R\approx4y$.

Both corrections vanish at large distance, and the first term alone remains. Its prefactor is

$$\frac{q}{\pi\varepsilon d}\sqrt{\frac{\pi}{2\pi\rho/d}}=\frac{q}{\pi\varepsilon d}\sqrt{\frac{d}{2\rho}}=\frac{q}{\pi\varepsilon\sqrt{2d\rho}},$$

so that

$$\boxed{\;\phi(\rho,z)\simeq\frac{q}{\pi\varepsilon\sqrt{2d\rho}}\;\sin\frac{\pi z_0}{d}\,\sin\frac{\pi z}{d}\;e^{-\pi\rho/d},\qquad\rho\gg d\;}$$

The ratio of $\phi$ to this form lies between $(1-d/(8\pi\rho))(1-R)$ and $1+R$ whenever $R<1$. The heights do not appear in these limits. The first sine has no zero between the planes, so the decay length $d/\pi$ is the same at every interior height. A charge close to a plane has a weak far field, but not a shorter-ranged one.

The decay rate has a simple origin. Away from the charge, Laplace's equation requires the curvature in $z$ to be balanced by an opposite lateral curvature. A potential that must vanish on both planes is bent in $z$ at least as strongly as half a sine wave, which gives $-(\pi/d)^2$. The lateral equation then has the rate $\pi/d$. The factor $\rho^{-1/2}$ comes from spreading in two dimensions.

At finite distance the prefactor affects the apparent decay rate. The logarithmic slope of the leading form is

$$-\frac{d\ln|\phi|}{d\rho}=\frac\pi d+\frac1{2\rho},$$

so a purely exponential fit over a limited range in the far region gives a decay length that is too short. Closer in, the higher terms also affect the slope, and for charges and observation points at different heights they can reduce it.

## Second half: an independent check and a memory cell

From the first half we take the charge $q$ at height $z_0$ in a dielectric of permittivity $\varepsilon$ between grounded planes at $z=0$ and $z=d$, and the lateral distance $\rho$. The potential is

$$\phi=\frac{q}{\pi\varepsilon d}\sum_{n\ge1}\sin\frac{n\pi z_0}{d}\sin\frac{n\pi z}{d}K_0\!\Big(\frac{n\pi\rho}{d}\Big),$$

with the far form $q\,(\pi\varepsilon\sqrt{2d\rho})^{-1}\sin(\pi z_0/d)\sin(\pi z/d)\,e^{-\pi\rho/d}$. The terms $n\ge2$ are at most a fraction $R$ of the first. The energy of a second electron is $U=-e\phi$ with $q=-e$. We also write $C=e/(4\pi\varepsilon)$, which has the unit V nm.

### (e) The same field from image charges

**Construct the potential without Bessel functions and compare.**

*Solution.* Place charges $+q$ at the heights $z_0+2md$ and $-q$ at $-z_0+2md$, for all integers $m$:

$$\phi=\frac{q}{4\pi\varepsilon}\sum_{m=-\infty}^{\infty}\left[\frac{1}{\sqrt{\rho^2+(z-z_0-2md)^2}}-\frac{1}{\sqrt{\rho^2+(z+z_0-2md)^2}}\right].$$

Between the planes there is one charge, the real one. At $z=0$ the positive charge $m$ is as far away as the negative charge $-m$; at $z=d$ its partner is $1-m$. Both planes are therefore at zero potential. The bracket falls as $1/m^2$, so the sum converges, and it vanishes at lateral infinity. By the uniqueness shown in part (a), it equals the Bessel series.

The two were compared at twelve points, with $\rho/d$ between 0.1 and 2. The largest relative difference was $1.7\times10^{-7}$.

The image sum also tests the decay law, since no single image decays exponentially. For $z=0.3d$ and $z_0=0.4d$, the logarithmic decay rate between $\rho=3d$ and $4d$ is $3.2824/d$. Multiplying the potential by $\sqrt\rho$ first lowers it by $\tfrac12\ln(4/3)/d$ to $3.1386/d$, close to $\pi/d=3.1416/d$. Between $2d$ and $3d$ the corresponding value is $3.1366/d$, slightly further away. The limits of part (d) allow a difference of $0.0137/d$ for the outer interval, mostly from the correction $d/(8\pi\rho)$ to $K_0$.

### (f) Numbers for a cell

**Take an oxide/nitride/oxide stack of 4, 6 and 6 nm, counted from the channel, with relative permittivities 3.9, 7.0 and 3.9. The electron is at the centre of the nitride. Choose an equivalent uniform dielectric and evaluate $U(\rho)$ at the height of the electron.**

*Solution.* The total thickness is $d=16$ nm and $z_0=4+3=7$ nm. We choose the uniform permittivity that keeps the capacitance of the stack. Layers in series add their $t/\varepsilon$, so

$$\varepsilon_r=\frac{16}{4/3.9+6/7.0+6/3.9}=4.677,\qquad C=0.3079\ \text{V nm}.$$

The decay length is $d/\pi=5.09$ nm. Since $e^2/(\pi\varepsilon)=4eC$, the far form at 20 nm gives

$$\frac{U}{e}\simeq\frac{4\times0.3079}{\sqrt{2\times16\times20}}\times0.9619\times e^{-20/5.093}\ \text{V}=0.92\ \text{mV},$$

where $0.9619=\sin^2(7\pi/16)$. The full series gives 0.90 meV for $U$. Other distances are as follows, with the unscreened Coulomb energy $eC/\rho$ in the same dielectric for comparison.

| $\rho$ (nm) | $U$, series (meV) | $U$, far form (meV) | Coulomb (meV) |
|---|---|---|---|
| 4 | 50.8 | 47.7 | 77.0 |
| 8 | 15.1 | 15.4 | 38.5 |
| 16 | 2.20 | 2.26 | 19.2 |
| 32 | 0.068 | 0.069 | 9.6 |

The far form is 6% too low at 4 nm and 3% too high at 16 nm, relative to the series. The change of sign follows from the two corrections. At equal heights the terms $n\ge2$ are never negative, so omitting them lowers $U$; replacing $K_0$ by its upper bound raises it. The first effect dies exponentially and the second as $1/\rho$.

At $\rho=d$ the general bound $R$ on the terms $n\ge2$ is 0.19, far above their actual share. It must cover all heights, whereas here the electron is near the mid-plane, where the second sine is small: the term $n=2$ is at most $4\cos^2(7\pi/16)\,e^{-\pi}\approx0.7\%$ of the first.

At 85 °C the thermal energy is $kT=30.9$ meV, and $U$ falls to this value at 5.5 nm. At larger distances $U$ is below $kT$, and at 16 nm it is only 7% of $kT$, within this model.

For a uniform dielectric between grounded planes, the field of one trapped electron decays laterally over $d/\pi$, which is 5.09 nm in the example cell, and an independent image-charge sum confirms the series. What remains is to treat many trapped electrons, the layered stack, an imperfectly grounded channel and the edge of the gate, and to ask whether a linear dielectric and a permanently trapped electron are reasonable assumptions.

Numbers in the example were calculated in double precision.
